# Separated-field resonance of 2S and decaying 2P below natural width

A metastable 2S level, called S, is coupled to a decaying 2P level, called P, by two short field pulses separated by a field-free gap \(T\). The experiment is done once with the two fields in phase and once with them in antiphase. The difference of the two S survival probabilities,

\[
D=P_\pi-P_0 ,
\]

shows fringes as the field frequency is scanned. For short, weak pulses of length \(\tau\) and Rabi frequency \(\Omega\),

\[
D\simeq \Omega^2\tau^2\,e^{-\gamma T/2}\cos(\delta T),
\]

where \(\gamma\) is the decay rate of the P population and \(\delta\) is the angular detuning. The full width of the central fringe at half its height above zero is \(1/(3T)\) in ordinary frequency. A sufficiently long gap therefore gives a line narrower than the natural width \(\gamma/2\pi\), and the price is the factor \(e^{-\gamma T/2}\).

## The model

S lies above P by \(\hbar\omega_0\). P decays to the ground level and does not return to S. The slow decay of S itself, hyperfine structure and other neighbouring levels are left out. Atoms start in S, and the pulses have sharp edges.

Put the energy of S at zero. With a field coupling \(\hbar\Omega\cos(\omega t+\varphi)\), the amplitudes \(a\) of S and \(b_{\rm lab}\) of P obey

\[
i\dot a=\Omega\cos(\omega t+\varphi)\,b_{\rm lab},
\]
\[
i\dot b_{\rm lab}=\left(-\omega_0-\tfrac{i\gamma}{2}\right)b_{\rm lab}+\Omega\cos(\omega t+\varphi)\,a .
\]

The term \(-i\gamma/2\) makes \(|b_{\rm lab}|^2\) fall at the rate \(\gamma\). Two amplitudes suffice because the decay feeds neither S nor P.

Write \(b_{\rm lab}=b\,e^{i\omega t}\). The time derivative of the exponential adds \(\omega b\) to the right-hand side of the second equation. In the coupling, keep the slowly varying half of the cosine and drop the half that oscillates near \(2\omega\). This is the rotating-wave approximation:

\[
i\dot a=\tfrac{\Omega}{2}e^{-i\varphi}b,\qquad
i\dot b=\tfrac{\Omega}{2}e^{i\varphi}a+\left(\delta-\tfrac{i\gamma}{2}\right)b,
\qquad \delta=\omega-\omega_0 .
\]

In the gap \(\Omega=0\), so \(a\) is constant and \(\dot b=-\kappa b\), with

\[
\kappa=\frac{\gamma}{2}+i\delta .
\]

## Two kicks by hand

Let each pulse be so short that detuning and decay do nothing during it, and let \(\varepsilon=\Omega\tau/2\) be small. To second order, the first pulse takes \((a,b)=(1,0)\) to

\[
a=1-\frac{\varepsilon^2}{2},\qquad b=-i\varepsilon .
\]

After the gap, \(b=-i\varepsilon e^{-\kappa T}\). The second pulse, of relative phase \(\varphi\), multiplies \(a\) by \(1-\varepsilon^2/2\) and adds \(-i\varepsilon e^{-i\varphi}b\). Since \((-i)^2=-1\),

\[
A_\varphi=\left(1-\frac{\varepsilon^2}{2}\right)^2-\varepsilon^2e^{-i\varphi}e^{-\kappa T}.
\]

The first term is the path that stays in S. The second is the path that crosses the gap in P.

Take \(\varepsilon=0.1\), \(\gamma=0.6283\ \mathrm{ns^{-1}}\), \(T=8\) ns and \(\delta=0\). Then \(\gamma T/2=2.513\) and \(e^{-\gamma T/2}=0.0810\). The paths have amplitudes

\[
(0.995)^2=0.9900,\qquad (0.1)^2(0.0810)=0.00081 .
\]

In phase they subtract and in antiphase they add. From \((x+y)^2-(x-y)^2=4xy\),

\[
D=4(0.9900)(0.00081)=0.0032 .
\]

The probability of surviving the gap in P is \(e^{-\gamma T}=(0.0810)^2=0.0066\), yet the signal has fallen only to \(0.0810\) of its value without a gap. The small P path interferes with the large S path, so its amplitude enters once, not squared.

For general \(\delta\), the leading order is \(D=4\varepsilon^2e^{-\gamma T/2}\cos(\delta T)\), which is the opening result because \(4\varepsilon^2=\Omega^2\tau^2\). The half-height points are at \(\delta T=\pm\pi/3\). Their separation, divided by \(2\pi\), is

\[
\Delta f=\frac{1}{2\pi}\,\frac{2\pi}{3T}=\frac{1}{3T},
\]

or 41.7 MHz for 8 ns.

## Pulses of finite length

During a pulse with \(\varphi=0\), the vector \((a,b)\) is multiplied by \(M=e^{K\tau}\), where

\[
K=\begin{pmatrix}0&-i\Omega/2\\-i\Omega/2&-\kappa\end{pmatrix}
=-\frac{\kappa}{2}\mathbf 1+G,\qquad
G=\begin{pmatrix}\kappa/2&-i\Omega/2\\-i\Omega/2&-\kappa/2\end{pmatrix}.
\]

The off-diagonal elements of \(G^2\) cancel, and both diagonal elements are \(\kappa^2/4-\Omega^2/4\). Thus \(G^2=s^2\mathbf 1\), with

\[
s=\tfrac12\sqrt{\kappa^2-\Omega^2}.
\]

In the exponential series, even powers of \(G\) sum to \(\cosh s\tau\) and odd powers to \(G\sinh(s\tau)/s\). Therefore

\[
M_{SS}=e^{-\kappa\tau/2}\left[\cosh s\tau+\frac{\kappa}{2s}\sinh s\tau\right],
\]
\[
M_{PS}=M_{SP}=-iQ,\qquad
Q=\frac{\Omega}{2s}e^{-\kappa\tau/2}\sinh s\tau .
\]

At \(s=0\), \(\sinh(s\tau)/s\) is replaced by its limit \(\tau\). A field phase \(\varphi\) leaves \(M_{SS}\) unchanged and multiplies \(M_{SP}\) by \(e^{-i\varphi}\). The two paths now give

\[
A_\varphi=M_{SS}^2-e^{-i\varphi}Q^2e^{-\kappa T}.
\]

With \(c=M_{SS}^2\) and \(d=Q^2e^{-\kappa T}\), the probabilities are \(P_0=|c-d|^2\) and \(P_\pi=|c+d|^2\). The squares \(|c|^2\) and \(|d|^2\) cancel in the difference:

\[
D=4\,\mathrm{Re}\left[(M_{SS}^*)^2Q^2e^{-\kappa T}\right].
\]

This holds for any drive strength within the model, and two properties follow.

First, \(M_{SS}\) and \(Q\) depend on \(s\) only through \(s^2\), with real coefficients. Reversing \(\delta\) conjugates \(\kappa\), \(M_{SS}\) and \(Q\), which leaves the real part unchanged. The line is even in \(\delta\), so within the rotating-wave approximation its centre is not shifted.

Second, at \(\delta=0\) all these factors are real, even when \(s\) is imaginary. The gap then enters solely through \(e^{-\gamma T/2}\), so \(D(T)=D(0)e^{-\gamma T/2}\) on resonance.

A useful check is the limit \(\gamma\to0\) at resonance. Then \(s=i\Omega/2\), \(M_{SS}=\cos(\Omega\tau/2)\) and \(Q=\sin(\Omega\tau/2)\), so

\[
D=4\cos^2\frac{\Omega\tau}{2}\sin^2\frac{\Omega\tau}{2}=\sin^2(\Omega\tau).
\]

The contrast reaches one at \(\Omega\tau=\pi/2\), as expected for two quarter-cycle pulses on a stable pair.

## What sets the width

For weak pulses, let the atom pass to P at \(t_1\), between \(-\tau\) and 0, and return at \(t_2\), between \(T\) and \(T+\tau\). Each transfer contributes \(-i\Omega/2\), and the time in P contributes \(e^{-\kappa(t_2-t_1)}\). To lowest order \(M_{SS}=1\), and

\[
d=\frac{\Omega^2}{4}\int_T^{T+\tau}\!dt_2\int_{-\tau}^{0}\!dt_1\,e^{-\kappa(t_2-t_1)}
=\frac{\Omega^2}{4}e^{-\kappa T}q^2,\qquad
q=\frac{1-e^{-\kappa\tau}}{\kappa}.
\]

Hence \(D=4\,\mathrm{Re}\,d=\Omega^2\,\mathrm{Re}[e^{-\kappa T}q^2]\). It is a sum of \(\cos(\delta t)\) over the times \(t=t_2-t_1\) spent in P, with weight \(e^{-\gamma t/2}\).

Each time is \(t=T+u_1+u_2\), where \(u_1\) and \(u_2\) are the parts spent in P during the two pulses. Each runs from 0 to \(\tau\) with weight \(e^{-\gamma u/2}\), so its mean is

\[
\bar u=\frac{\int_0^\tau u\,e^{-\gamma u/2}\,du}{\int_0^\tau e^{-\gamma u/2}\,du}
=\frac{2}{\gamma}-\frac{\tau}{e^{\gamma\tau/2}-1}.
\]

If the spread of \(t\) is small compared with its mean \(\bar t=T+2\bar u\), the sum is close to a multiple of \(\cos(\delta\bar t)\) across the central fringe, and

\[
\Delta f\simeq\frac{1}{3(T+2\bar u)} .
\]

Decay enters this width only through \(\bar u\), which it lowers from the value \(\tau/2\) that holds without decay.

The natural width appears in a different measurement, continuous weak quenching with \(\Omega\ll\gamma\). There \(b\) follows \(a\). Setting \(\dot b=0\) gives \(b=-i\Omega a/(2\kappa)\), hence \(\dot a=-\Omega^2a/(4\kappa)\). The S population is lost at the rate

\[
R=2\,\mathrm{Re}\frac{\Omega^2}{4\kappa}
=\frac{\Omega^2\gamma}{4(\delta^2+\gamma^2/4)} .
\]

It falls to half at \(\delta=\pm\gamma/2\), so the full width is \(\gamma/2\pi\). The time in P is not selected in this measurement, and short times dominate. The phase difference \(D\) instead isolates the contribution that remained in P throughout the gap. The natural width of P has not changed; a different quantity is being measured.

## The algorithm

For given \(\gamma,\Omega,\tau\) and \(T\):

1. At each detuning, compute \(\kappa\), \(s\), \(M_{SS}\) and \(Q\).
2. Multiply the P path by \(e^{-\kappa T}\), form \(A_0\) and \(A_\pi\), and subtract \(|A_0|^2\) from \(|A_\pi|^2\). When the signal is tiny, the product formula for \(D\) avoids subtracting two nearly equal numbers.
3. Find the root of \(D(\delta)=D(0)/2\) between \(\delta=0\) and \(\delta=\pi/(T+2\bar u)\). For the longer gaps the upper end lies near the first trough. For every gap in the table below, \(D\) is negative there, so the interval brackets the half-height point.
4. Divide twice the root by \(2\pi\) to obtain the width, then repeat for other gaps.

A shaped pulse can be cut into short constant pieces, with \(M\) replaced by the time-ordered product of their matrices. For an asymmetric shape \(M_{SP}\) and \(M_{PS}\) can differ, and \(Q^2\) is replaced by \(-M_{SP}M_{PS}\).

## A worked case

The parameters are round model values: \(\gamma/2\pi=100\) MHz, \(\Omega/2\pi=40\) MHz and \(\tau=2\) ns. The P lifetime is 1.59 ns. On resonance \(M_{SS}=0.97424\) and \(Q=0.18466\), so without a gap

\[
D=4(0.97424)^2(0.18466)^2=0.1295 .
\]

At \(T=8\) ns this becomes \(0.1295\times0.0810=0.0105\). The mean time per pulse is \(\bar u=0.896\) ns, hence \(\bar t=8+1.792=9.792\) ns and

\[
\Delta f\simeq\frac{1}{3\times9.792\ \mathrm{ns}}=34.0\ \mathrm{MHz}.
\]

The full formula gives 33.9 MHz, about a third of the natural width. Results for several gaps are:

| \(T\) (ns) | width (MHz) | height \(D(0)\) |
|---:|---:|---:|
| 0 | 173 | 0.1295 |
| 2 | 86.1 | 0.0691 |
| 4 | 56.9 | 0.0368 |
| 8 | 33.9 | 0.0105 |
| 12 | 24.1 | 0.0030 |

The width passes below 100 MHz at \(T=1.45\) ns. For the gaps computed from 4 ns upward, the mean-time estimate exceeds the full result by at most 1.1% of that result. At \(T=0\) it gives 186 MHz instead of 173 MHz, mainly because the spread of times is then no longer small compared with their mean: the weak-pulse formula \(\Omega^2\,\mathrm{Re}\,q^2\), which keeps the spread, gives about 175 MHz, and the finite drive accounts for the rest.

At \(T=8\) ns the signal changes sign between 20 and 30 MHz detuning, as \(\delta\bar t=\pi/2\) predicts at \(1/(4\bar t)=25.5\) MHz. At 50 MHz it is \(-0.0102\), nearly as deep as the central peak is high. The side fringes move when \(T\) is changed, while the centre stays at \(\delta=0\); this identifies the central fringe.

Three comparisons support the interpretation:

- A master equation that includes the final level gives the same 33.9 MHz width. Between 2 and 8 ns its signal falls to 0.152, whereas \(e^{-\gamma t}\) over those 6 ns is 0.023.
- Halving \(\gamma\) at \(T=8\) ns changes the width only to 33.5 MHz. The slight narrowing agrees in sign with the larger \(\bar u\).
- The S loss averaged over the two phases has a width of 494 MHz, comparable with \(1/\tau=500\) MHz. The narrow line appears in the phase difference.

## Narrowness and precision

A narrower line does not by itself locate the centre with less statistical error. For nearly constant counting noise, the error varies inversely with the greatest slope of \(D\), and the counting time for a fixed error varies as the inverse square of that slope. Assume atoms arrive at random, so that the survivor counts are Poisson and the variance of \(D\) is proportional to \(P_0+P_\pi\). Over the detunings and gaps examined, the largest value of this sum exceeds the smallest by 10%, so constant noise is then a fair approximation. For a fixed, known number of atoms the variance would instead follow \(P(1-P)\), and this argument would not apply.

For kicks, the slope is greatest at \(\delta T=\pi/2\), where it is proportional to \(Te^{-\gamma T/2}\). Its derivative with respect to \(T\),

\[
\left(1-\frac{\gamma T}{2}\right)e^{-\gamma T/2},
\]

vanishes at \(T=2/\gamma=3.18\) ns. The width there is \(1/(3T)=\gamma/6=105\) MHz, slightly above the natural width. For the 2 ns pulses the best gap is 1.66 ns, with a width of 94 MHz. Relative to this optimum, a gap of 8 ns needs 6.1 times the counting time and one of 12 ns needs 38 times.

Longer gaps can still pay when a systematic phase error dominates. If the relative phase is wrong by a small \(\eta\) in both settings, \(d\) gains the factor \(e^{-i\eta}\), and the fringe becomes approximately \(\cos(\delta\bar t+\eta)\). Its centre moves to \(\delta=-\eta/\bar t\), a shift that shrinks as the gap grows. For \(\eta=0.01\) rad and \(\bar t=9.792\) ns, its size is \(\eta/(2\pi\bar t)=0.16\) MHz.

## Where the model stops

The rotating-wave approximation needs a carrier frequency large compared with the detuning, the decay rate, the Rabi frequency and, for sharp-edged pulses, \(1/\tau\); a kick much shorter than a carrier period is outside the approximation. It was compared with an oscillating field of 1000 MHz carrier, averaged over the common phase of the two pulses, at a 4 ns gap and detunings of 0 and 30 MHz. The largest difference in \(D\) was 0.3% of the central height. The 2 ns pulse holds a whole number of carrier periods, which makes the counter-rotating contribution from the pulse edges especially small, so other pulse lengths can give a larger difference; for pulses of 2 to 2.5 ns and gaps of 4 to 4.25 ns it reaches about 0.8%. The counter-rotating field also shifts the centre upward. The Bloch–Siegert shift \(\Omega^2/4\omega_0\), here 0.4 MHz in ordinary frequency, acts only during the pulses and is weighted by about \(2\bar u/\bar t\), which gives 0.13 MHz at a 4 ns gap and 0.07 MHz at 8 ns. This shift is the main source of the difference at 30 MHz detuning. The comparison also does not cover pulses with a fixed common phase or a much lower carrier.

If atoms fly through two field regions, a spread of speeds gives a spread of \(T\) and of \(\tau\). The sum over \(\cos(\delta t)\) then includes more times, and fringes away from the centre lose contrast. Neighbouring hyperfine levels add further paths and can shift the line; they require a larger matrix. The numerical output below gives the remaining values.

## Values computed for the example and the checks

```
P decay width gamma/2pi: 100.0 MHz
P decay rate gamma: 0.6283 per ns
P lifetime 1/gamma: 1.592 ns
Rabi frequency Omega/2pi: 40.0 MHz
pulse length tau: 2.0 ns
carrier in lab-frame test: 1000 MHz
M_SS on resonance: 0.97424
Q on resonance: 0.18466
mean delay per pulse u: 0.8960 ns
weak continuous quench FWHM: 99.98 MHz
gap ns | FWHM MHz | estimate MHz | height | fraction | rel. time
 0 | 173.33 | 186.02 | 0.129460 | 1.00000 | 1.51
 2 | 86.11 | 87.91 | 0.069065 | 0.53349 | 1.01
 4 | 56.93 | 57.55 | 0.036845 | 0.28461 | 1.46
 6 | 42.48 | 42.78 | 0.019657 | 0.15184 | 2.78
 8 | 33.87 | 34.04 | 0.010487 | 0.08100 | 6.14
12 | 24.09 | 24.17 | 0.002985 | 0.02305 | 37.98
line shape at gap 8 ns: detuning MHz | P_0 | P_pi | D
 0 | 0.895642 | 0.906128 | 0.010487
10 | 0.896721 | 0.905263 | 0.008541
20 | 0.899591 | 0.903036 | 0.003445
30 | 0.903283 | 0.900411 | -0.002872
40 | 0.906609 | 0.898571 | -0.008038
50 | 0.908614 | 0.898463 | -0.010150
master-equation FWHM at gap 8 ns: 33.87 MHz
FWHM at gap 8 ns with gamma halved: 33.50 MHz
phase-averaged quench FWHM at gap 8 ns: 494.3 MHz
height ratio, gap 8 to 2 ns, master eq.: 0.15184
population decay over the same 6 ns: 0.02305
gap where FWHM equals natural width: 1.455 ns
gap of greatest slope, tau = 2 ns: 1.66 ns
FWHM at that gap: 94.3 MHz
short-pulse optimum 2/gamma: 3.183 ns
numerical optimum, tau = 0.02 ns: 3.16 ns
largest spread of total survivor count: 10.4 %
rotating-wave error / central height: 0.31 %
largest master-equation difference in D: 2.1e-12
```
